\section*{Why an infinitely long heated finger never reaches a steady temperature}

\section{The missing steady state}

\textbf{Q.} I want to estimate the temperature of a long gate finger on a thick substrate. I set the time derivative in the heat equation to zero, but I cannot make the temperature rise vanish far from the finger. Where is my mistake?

\textbf{A.} Your algebra is right; for an infinitely long finger on an infinitely thick substrate, the steady state you are looking for does not exist. Let me fix the model. The finger is a straight strip of width $w$ and, for now, infinite length, on the flat face of a substrate that fills a half-space. From $t=0$ it releases a constant power $P'$ per unit length, spread evenly over its width. The rest of the face passes no heat. The conductivity $\kappa$ and the heat capacity per volume $C$ are constant, and $D=\kappa/C$. The rise $T$ above the initial temperature obeys
\begin{equation}
C\,\frac{\partial T}{\partial t}=\kappa\nabla^2T .
\end{equation}
No unit-dependent constant enters, so the algebra holds in atomic units too, if $T$ stands for $k_BT$ and $\kappa$ and $C$ are defined to match.

In a steady state no heat is stored, so all of $P'$ must cross every half-cylinder of radius $r>w/2$ around the finger. Its area per unit length is $\pi r$. If $\bar T(r)$ is the average of $T$ over that surface,
\begin{equation}
-\pi r\kappa\frac{d\bar T}{dr}=P'
\quad\Rightarrow\quad
\bar T(r)=\text{const}-\frac{P'}{\pi\kappa}\ln r .
\end{equation}
No choice of the constant makes this vanish as $r\to\infty$. The area grows too slowly with distance for a finite temperature difference to drive $P'$ to infinity.

\section{The growth in time}

\textbf{Q.} Then what does the temperature do instead?

\textbf{A.} Start with a very thin finger. In a full space, heat $Q'$ per unit length released on a line gives, at age $\tau$, the rise $Q'e^{-r^2/4D\tau}/(4\pi CD\tau)$. Its integral over the plane is $Q'/C$, as energy conservation requires. This field is symmetric about any plane through the line, so no heat crosses that plane and it can serve as our face. But all the heat now enters one half, which doubles the rise. With $CD=\kappa$ the response is $Q'e^{-r^2/4D\tau}/(2\pi\kappa\tau)$. Constant power is a sum of such releases of all ages up to $t$:
\begin{equation}
T(r,t)=\frac{P'}{2\pi\kappa}\int_0^t\frac{d\tau}{\tau}\,e^{-r^2/4D\tau}
=\frac{P'}{2\pi\kappa}E_1\!\left(\frac{r^2}{4Dt}\right),
\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du .
\label{line}
\end{equation}
The substitution is $u=r^2/4D\tau$, for which $d\tau/\tau=-du/u$.

The reason for the endless warming is the factor $1/\tau$. Old heat still contributes, and each decade of age contributes equally once $4D\tau\gg r^2$. To see the logarithm, integrate $E_1$ by parts:
\begin{equation}
E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du
\;\longrightarrow\;-\ln x-\gamma\qquad(x\to0),
\label{small}
\end{equation}
where $\gamma=-\int_0^\infty e^{-u}\ln u\,du\approx0.577$ is Euler's constant.

\textbf{Q.} Where does the power go, if no steady flow is set up?

\textbf{A.} Into warming fresh substrate. Put $x=r^2/4Dt$. Since $dE_1/dx=-e^{-x}/x$ and $\partial x/\partial r=2x/r$, the power crossing radius $r$ is
\begin{equation}
-\pi r\kappa\frac{\partial T}{\partial r}
=\pi r\kappa\,\frac{P'}{2\pi\kappa}\,\frac{e^{-x}}{x}\,\frac{2x}{r}
=P'e^{-r^2/4Dt}.
\end{equation}
Well inside the radius $\sqrt{4Dt}$ nearly all the power passes through, and the profile has the steady logarithmic slope. Well outside, the substrate is still cold. The outer edge of the warm region keeps moving away, and the logarithmic profile must span an ever larger ratio of radii.

\section{A finger with a width}

\textbf{Q.} At $r=0$ your line gives an infinite temperature. What does a real width give?

\textbf{A.} Average the line response over the strip. At its midline
\begin{equation}
T(t)=\frac{P'}{2\pi\kappa}\int_0^t\frac{d\tau}{\tau}\,
\frac1w\int_{-w/2}^{w/2}e^{-x^2/4D\tau}dx
=\frac{P'}{2\pi\kappa}\int_0^t\frac{d\tau}{\tau}\,
\frac{\sqrt{4\pi D\tau}}{w}\,
\mathrm{erf}\!\left(\frac{w}{4\sqrt{D\tau}}\right).
\label{strip}
\end{equation}
Let $u=w/(4\sqrt{D\tau})$. Then $d\tau/\tau=-2\,du/u$ and $\sqrt{4\pi D\tau}/w=\sqrt\pi/(2u)$. With $p=w/(4\sqrt{Dt})$, integration by parts gives
\begin{align}
T(t)&=\frac{P'}{2\pi\kappa}\sqrt\pi\int_p^\infty\frac{\mathrm{erf}\,u}{u^2}\,du
=\frac{P'}{2\pi\kappa}\left[\frac{\sqrt\pi\,\mathrm{erf}\,p}{p}
+2\int_p^\infty\frac{e^{-u^2}}{u}\,du\right]\nonumber\\
&=\frac{P'}{2\pi\kappa}\left[\frac{\sqrt\pi\,\mathrm{erf}\,p}{p}+E_1(p^2)\right].
\label{exact}
\end{align}
The last step uses $v=u^2$, so that $du/u=dv/(2v)$.

At early times $p\gg1$, $\mathrm{erf}\,p\to1$ and $E_1\to0$, which leaves
\begin{equation}
T\simeq\frac{P'}{2\pi\kappa}\,\frac{4\sqrt{\pi Dt}}{w}
=\frac{2P'}{\kappa w}\sqrt{\frac{Dt}{\pi}} .
\end{equation}
The heat has not yet spread sideways, and the flow is one-dimensional. At late times $p\ll1$, the first term in the bracket tends to 2, and Eq.~(\ref{small}) with $p^2=w^2/16Dt$ gives
\begin{equation}
T\simeq\frac{P'}{2\pi\kappa}\left[\ln\frac{16Dt}{w^2}+2-\gamma\right],
\qquad Dt\gg w^2 .
\label{log}
\end{equation}
This has no upper bound. Its rate, $P'/(2\pi\kappa t)$, does tend to zero, so a short record can look settled when it is not.

\textbf{Q.} Can you put numbers on that?

\textbf{A.} Take one finger of a silicon LDMOS power transistor, with rough typical values: $P'=0.5$ W/mm, $w=1$ $\mu$m, and, for a mount at 350 K, $\kappa=120$ W/(m\,K) and $C=1.75$ J/(cm$^3$\,K). Then $D=0.686$ cm$^2$/s and $w^2/D=14.58$ ns. The temperature scale is
\begin{equation}
\frac{P'}{2\pi\kappa}=\frac{500\ \text{W/m}}{2\pi\times120\ \text{W/(m\,K)}}=0.663\ \text{K},
\end{equation}
and each decade of time adds $0.663\ln10=1.53$ K, or $1.32\times10^{-4}$ eV as $k_BT$. At $0.1$ $\mu$s, $16Dt/w^2=16\times100/14.58=110$, and Eq.~(\ref{log}) gives $0.663\,(4.70+2-0.58)=4.06$ K, in agreement with Eq.~(\ref{exact}).

I also tested Eq.~(\ref{exact}) against a direct solution of the heat equation on a grid, at $Dt/w^2=0.1$, $10$, $10^3$ and $10^5$. The largest deviation, relative to the formula, was 0.14 per cent.

The growth is slow. This ideal finger would need about 2750 s to reach 20 K, and $\sqrt{4Dt}$ would then be 0.87 m. Long before that, the heat would have found the edge of any chip.

\textbf{Q.} Does everything near the finger keep warming, or just the finger?

\textbf{A.} Everything near it, by the same amount in the end. For a surface point at $r\gg w$, Eqs.~(\ref{line}) and (\ref{small}) apply. Subtracting from Eq.~(\ref{log}), once $4Dt\gg r^2$,
\begin{equation}
T(0,t)-T(r,t)\to\frac{P'}{2\pi\kappa}
\left[\ln\frac{16Dt}{w^2}+2-\ln\frac{4Dt}{r^2}\right]
=\frac{P'}{\pi\kappa}\left[1+\ln\frac{2r}{w}\right].
\end{equation}
Time has dropped out: differences settle while the common level rises. On the grid, the difference to $r=10.15$ $\mu$m was 5.31 K both at 0.146 ms and at 1.46 ms. A thermometer that uses a nearby point of the chip as its reference would therefore miss the slow drift.

\section{What stops the warming}

\textbf{Q.} My finger is 400 $\mu$m long. When does it notice?

\textbf{A.} When heat can escape past its ends. Keep the half-space and give the finger a length $L$. At the midpoint, the integrand of Eq.~(\ref{strip}) is multiplied by the share of a release that an infinite finger would have supplied from $|z|<L/2$:
\begin{equation}
\frac{1}{\sqrt{4\pi D\tau}}\int_{-L/2}^{L/2}e^{-z^2/4D\tau}dz
=\mathrm{erf}\!\left(\frac{L}{4\sqrt{D\tau}}\right)
\simeq\frac{L}{2\sqrt{\pi D\tau}}\qquad(D\tau\gg L^2).
\end{equation}
The integrand now falls as $\tau^{-3/2}$, the heat spreads in three dimensions, and the integral converges. The part still missing at a late time $t$ is
\begin{equation}
\frac{P'}{2\pi\kappa}\int_t^\infty\frac{d\tau}{\tau}\frac{L}{2\sqrt{\pi D\tau}}
=\frac{P'}{2\pi\kappa}\,\frac{L}{\sqrt{\pi Dt}} .
\label{tail}
\end{equation}

For the steady value, note that a point source of power $q$ on the face sends its heat through hemispheres of area $2\pi R^2$, so it gives $q/(2\pi\kappa R)$. Integrating over the heater, first along $z$,
\begin{align}
T_L&=\frac{P'}{2\pi\kappa w}\int_{-w/2}^{w/2}\!dx\int_{-L/2}^{L/2}\frac{dz}{\sqrt{x^2+z^2}}
=\frac{P'}{2\pi\kappa w}\,4\int_0^{w/2}\mathrm{arsinh}\frac{L}{2x}\,dx\nonumber\\
&=\frac{2P'}{\pi\kappa w}\left[\frac w2\,\mathrm{arsinh}\frac Lw
+\int_0^{w/2}\frac{L/2}{\sqrt{x^2+L^2/4}}\,dx\right]\nonumber\\
&=\frac{P'}{\pi\kappa}\left[\mathrm{arsinh}\frac Lw+\frac Lw\,\mathrm{arsinh}\frac wL\right]
\simeq\frac{P'}{\pi\kappa}\left[\ln\frac{2L}{w}+1\right]\quad(L\gg w).
\end{align}
The second line is an integration by parts. Setting Eq.~(\ref{log}) equal to this plateau gives a crossing time:
\begin{equation}
\ln\frac{16Dt_L}{w^2}-\gamma=\ln\frac{4L^2}{w^2}
\quad\Rightarrow\quad t_L=\frac{e^\gamma L^2}{4D}.
\end{equation}
The width has cancelled. For $L=400$ $\mu$m the plateau is $1.326\,(\ln800+1)=10.19$ K and $t_L=1.04$ ms.

The crossing marks a gradual bend. At $t_L/10$ the finite finger is 0.03 K below the infinite one, and at $t_L$ it is 0.55 K below. The approach is slow as well: at 0.1 s the rise is 10.135 K, still 0.057 K short of the plateau, as Eq.~(\ref{tail}) gives.

\textbf{Q.} But my die is 100 $\mu$m thick and sits on a cold mount. Does that matter sooner?

\textbf{A.} Here, yes. Take an infinite finger again, and hold the back face, at depth $H$, at $T=0$. Write $y$ for depth and expand $T=\sum_n f_n(x,t)\cos k_ny$ with $k_n=(n+\tfrac12)\pi/H$, so that each term vanishes at the back. Start with a line source, for which $-\kappa\,\partial T/\partial y=P'\delta(x)$ at $y=0$. Multiply the heat equation by $\cos k_ny$ and integrate over depth. Two integrations by parts bring in the surface flux, and the norm of the cosine is $H/2$:
\begin{equation}
C\frac{\partial f_n}{\partial t}=\kappa\left(\frac{\partial^2f_n}{\partial x^2}-k_n^2f_n\right)+\frac{2P'}{H}\delta(x).
\label{mode}
\end{equation}
In the steady state $f_n=P'e^{-k_n|x|}/(\kappa Hk_n)$, whose jump in slope at $x=0$ balances the source. At the surface, with $r=|x|$ and $s=e^{-\pi r/2H}$,
\begin{equation}
T(r)=\frac{2P'}{\pi\kappa}\sum_{n=0}^\infty\frac{s^{2n+1}}{2n+1}
=\frac{P'}{\pi\kappa}\ln\frac{1+s}{1-s}
=\frac{P'}{\pi\kappa}\ln\coth\frac{\pi r}{4H}.
\label{coth}
\end{equation}
For $r\ll H$ the logarithm is $\ln(4H/\pi r)$. The average of $\ln|x|$ over the strip is $\ln(w/2)-1$, so for $w\ll H$ the midline reaches
\begin{equation}
T_H\simeq\frac{P'}{\pi\kappa}\left[\ln\frac{8H}{\pi w}+1\right].
\end{equation}
Equating this to Eq.~(\ref{log}) gives $16Dt_He^{-\gamma}=64H^2/\pi^2$, that is
\begin{equation}
t_H=\frac{4e^\gamma H^2}{\pi^2D}.
\end{equation}
For this die $T_H=1.326\,(\ln254.6+1)=8.67$ K and $t_H=0.105$ ms, ten times sooner than $t_L$. In this model $t_H<t_L$ when $H<\pi L/4$, which is 314 $\mu$m for your finger.

The approach is also faster. By Eq.~(\ref{mode}), a release of age $\tau$ decays in the slowest mode as $e^{-k_0^2D\tau}/\sqrt{4\pi D\tau}$ at $x=0$. Substituting $v=k_0\sqrt{D\tau}$, the part still missing at late times, when only this mode matters, is
\begin{equation}
\frac{2P'}{HC}\int_t^\infty\frac{e^{-k_0^2D\tau}}{\sqrt{4\pi D\tau}}\,d\tau
=\frac{P'}{\kappa Hk_0}\,\mathrm{erfc}(k_0\sqrt{Dt})
=\frac{2P'}{\pi\kappa}\,\mathrm{erfc}\frac{\pi\sqrt{Dt}}{2H}.
\end{equation}
With both limits present the midpoint settles at 8.63 K, or $7.44\times10^{-4}$ eV as $k_BT$. It has that value, to the digits given, by 1 ms. The infinite finger on a half-space stands at 10.17 K then and goes on rising.

\section{The real transistor}

\textbf{Q.} Should I expect 8.6 K in my device?

\textbf{A.} Not in a complete transistor. The power, dimensions and material values are of the usual size for such a part, but the model describes one isolated finger, and real devices have many side by side. By Eq.~(\ref{coth}), two equally heated, infinitely long neighbours at 30 $\mu$m add 3.9 K, and further fingers add more. The back is not perfectly cold either. For one isolated finger, a die-attach layer 20 $\mu$m thick with 50 W/(m\,K), cold underneath, adds about 0.4 K; the larger figure in the output assumes that the finger's 0.2 W spreads evenly over 600 by 200 $\mu$m. With many fingers heating the same layer, its contribution can reach several kelvin. A conductivity falling as the power $-1.3$ of the absolute temperature adds 0.14 K.

Close to the heater, Fourier's law itself is doubtful. Phonons with a single free path near 300 nm could add a rise of order 1 K; in silicon part of the heat travels with paths of micrometres, which would add more. Heat released over a depth of 200 nm, not at the surface, would remove some 0.4 K. Loss from the top face, with a coefficient $h=10$ W/(m$^2$\,K), is about $hH/\kappa\approx8\times10^{-6}$ of the power; the larger figure in the output applies the peak rise to the whole 600 by 200 $\mu$m area and is an overestimate. I have not sized the metal and oxide layers above the silicon.

\textbf{Q.} What should I look for in a transient measurement, then?

\textbf{A.} Plot the rise against $\ln t$. For one isolated finger, from about $w^2/D$ until well before the earlier of $t_L$ and $t_H$, the model predicts at the midpoint a straight line of slope $P'/(2\pi\kappa)$, which gives $\kappa$ if $P'$ is known. Close to the crossing time the slope is already falling, and a fit there would give too large a $\kappa$. A thermometer that averages along the finger feels the cooler ends much sooner. Its slope is lower by the fraction $(2/L)\sqrt{Dt/\pi}$, which is 2.4 per cent at 1 $\mu$s and 7.4 per cent at 10 $\mu$s for this finger. The width affects the height of the line, not its slope. With neighbours at distance $d$, the line steepens once $4Dt$ becomes comparable with $d^2$, because their heat then arrives. With two neighbours at $d=30$ $\mu$m, the slope is already 7.5 per cent too large at 1 $\mu$s and 67 per cent too large at 3 $\mu$s, so the clean window ends near 1 $\mu$s, long before $t_H$. Within that window $\sqrt{Dt}$ is only 1 to 8 $\mu$m, comparable with the longer phonon free paths in silicon, so the measured slope may be steeper than the model's and give a $\kappa$ below the bulk value. The numerical output below lists the rise at each decade for all four cases.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values, silicon LDMOS finger)
power per length P'            0.50 W/mm
heated width w                 1.0 um
finger length L                400 um
die thickness H                100 um
conductivity kappa             120 W/(m K)
heat capacity C                1.75 J/(cm3 K)
mount temperature              350 K
DERIVED
diffusivity D                  0.686 cm2/s
time unit w^2/D                14.58 ns
temperature unit P'/(2 pi k)   0.6631 K
rise per decade of time        1.527 K
same, as k_B dT                1.316e-04 eV
MIDPOINT RISE IN K: infinite, finite L, cold back, both
t = 1e-07 s    4.061    4.061    4.061    4.061
t = 1e-06 s    5.586    5.586    5.586    5.586
t = 1e-05 s    7.113    7.113    7.113    7.113
t = 1e-04 s    8.640    8.616    8.499    8.482
t = 1e-03 s   10.167    9.630    8.674    8.629
t = 1e-02 s   11.694   10.012    8.674    8.629
t = 1e-01 s   13.221   10.135    8.674    8.629
log formula at 1e-07 s         4.059 K
PLATEAUS AND CROSSING TIMES
plateau, finite L only         10.192 K
plateau, cold back only        8.674 K
plateau, both                  8.629 K
same, as k_B dT                7.436e-04 eV
crossing time t_L              1.039 ms
crossing time t_H              0.105 ms
below infinite at t_L/10, t_L  0.026, 0.552 K
below infinite at t_H/10, t_H  0.00000, 0.157 K
infinite finger reaches 20 K   2.75e+03 s
heat radius sqrt(4Dt) then     0.87 m
GRID CHECKS
largest error, infinite finger 0.137 percent
grid rise per decade / ln 10   0.99911
midline minus r = 10.15 um     5.312 K at 0.146 ms, 5.314 K at 1.46 ms
NEGLECTED EFFECTS (rough sizes)
two neighbours at 30 um        +3.88 K
die attach 20 um, 50 W/(m K)   +0.66 K
kappa falling as T^-1.3       +0.140 K
phonon free path 300 nm        +1.25 K (order)
heated depth 200 nm            -0.42 K (order)
top loss at 10 W/(m2 K)        5.2e-05 of the power
\end{verbatim}
